Hyperbolic-Sine Drift of Hopping Ions and the Nernst-Einstein Mobility, part 2

A carrier of charge q = Ze hops a distance a between equivalent sites along x, over a symmetric barrier of height E. We seek its drift velocity v in a uniform field F, the applied voltage divided by the film thickness. Carriers are dilute and classical, E is much higher than kT, and successive nearest-neighbour hops are independent. An oxygen vacancy acts as a carrier of charge +2e, but the moving body is a neighbouring oxygen ion.

Here e is the elementary charge, k Boltzmann's constant, h Planck's constant, T temperature, t time, m the effective mass, ν the attempt frequency and p the probability density in x. Energies are in eV, and 0.2 V/nm is 2 MV/cm. After a mass, u means the atomic mass unit; elsewhere it is the dimensionless field (8).

With U₀ the zero-field potential energy and Q the integral of exp(−U₀(x)/kT) over one well, the zero-field rate in one direction is

Γ₀ = √(kT/2πm) exp(−U₀(a/2)/kT) / Q.  (2)

For a harmonic well,

Γ₀ = ν exp(−E/kT).  (3)

In the field, the forward and backward rates are Γ± = Γ₀ exp(±u), with

u = qaF/2kT.  (8)

The probability Pₙ of being at site n obeys

dPₙ/dt = Γ₊Pₙ₋₁ + Γ₋Pₙ₊₁ − (Γ₊ + Γ₋)Pₙ.  (10)

The drift velocity is

v = 2aν exp(−E/kT) sinh(qaF/2kT),  (13)

or, for small u,

v = 2aΓ₀u(1 + u²/6 + …) = (qa²Γ₀/kT) F (1 + u²/6 + …).  (15)

The weak-field mobility is μ = qD/kT. The diffusion coefficient D = a²Γ₀ is defined by a position variance of 2Dt.

The law is being tested on the potential

U(x) = (E/2)[1 − cos(2πx/a)] − qFx,  (20)

for which

ν = (1/a)√(E/2m).  (21)

With θ = 2πx/a and γ = qaF/(πE), both barriers rise at small γ by

Eγ²/2 = (qaF)²/(2π²E).  (24)

Both harmonic rates are multiplied by

C(F) = (1−γ²)^(1/4) exp{−E[√(1−γ²) + γ arcsin γ − 1]/kT}.  (25)

**Strong friction**

The flux rate (2) counts each crossing of the saddle as a completed hop. With strong friction a carrier may cross the saddle several times before it settles, and the rate is lower. We can examine this limit in the same potential. Let D₀ be the local diffusion coefficient that friction would give in the absence of barriers. The steady probability current J is

J = −D₀ exp(−U/kT) d[exp(U/kT)p]/dx.

Carrying out the derivative gives −D₀ dp/dx − (D₀/kT)p dU/dx, the sum of diffusion and drift. Multiply the current equation by exp(U/kT) and integrate from x to x+a. In the steady state J is constant, p has period a, and U(x+a) = U(x) − qaF. Thus

J ∫ₓ^(x+a) exp[U(y)/kT] dy = D₀ p(x) exp[U(x)/kT] [1 − exp(−qaF/kT)].

Solve for p(x) and require its integral over one period to equal one. The drift velocity is then v = aJ, or

v = aD₀[1 − exp(−2u)] / ∫₀^a dx ∫ₓ^(x+a) dy exp{[U(y) − U(x)]/kT}.  (27)

For a high barrier the double integral comes mainly from x near a minimum and y near the following maximum. It is then nearly proportional to exp[(E − qaF/2)/kT]. Hence v varies as [1 − exp(−2u)] exp(u) = 2 sinh u, apart from the slow changes of barrier shape and curvature. Friction changes the prefactor but, in this limit, leaves the leading field dependence unchanged.

Very weak friction is a different matter. A carrier may then pass over several wells before losing its energy, which breaks the assumption of independent nearest-neighbour hops.

**Field direction on a cubic lattice**

Let the sites form a simple cubic lattice with six equivalent hops. A field along a cube axis gives no first-order change in the barriers for perpendicular hops. These hops spread the carriers sideways but add no drift. The one-dimensional law therefore gives the drift along the axis.

For a body-diagonal field, each axis feels the component F/√3. The velocity along each axis is 2aΓ₀ sinh(u/√3), where u is calculated from the full field. Projecting the three equal components on the diagonal gives

v = 3(1/√3)2aΓ₀ sinh(u/√3) = 2√3 aΓ₀ sinh(u/√3).  (28)

For small u this becomes 2aΓ₀u, the same as for an axial field. The mobility is isotropic, while the high-field velocity depends on direction.

**Oxygen vacancies in hafnium oxide**

Consider a hafnium-oxide film 5 nm thick with 1 V across it. Rough parameters for a doubly charged oxygen vacancy are a = 0.25 nm and E = 1.0 eV. The oxygen sublattice is idealized as simple cubic, with the field along an axis. The moving body is an oxygen ion of mass 16.0 u, for which (21) gives ν = 6.95 × 10¹² s⁻¹. The field is 0.20 V/nm, or 2.0 MV/cm.

At 300 K, kT = 0.02585 eV. Equations (3) and (8) give

Γ₀ = 6.95 × 10¹² exp(−1.0/0.02585) = 1.10 × 10⁻⁴ s⁻¹,

u = 2 × 0.25 × 0.20/(2 × 0.02585) = 1.93.

With a = 2.5 × 10⁻⁸ cm, the diffusion coefficient and mobility are

D = (2.5 × 10⁻⁸)² × 1.10 × 10⁻⁴ = 6.9 × 10⁻²⁰ cm²/s,

μ = 2 × 6.9 × 10⁻²⁰/0.02585 = 5.3 × 10⁻¹⁸ cm²/Vs.

The forward rate is 7.63 × 10⁻⁴ s⁻¹ and the backward rate is 0.16 × 10⁻⁴ s⁻¹. Their difference gives

v = 0.25 × (7.63 − 0.16) × 10⁻⁴ = 1.87 × 10⁻⁴ nm/s.

The constant mobility would give 1.07 × 10⁻⁴ nm/s. The hyperbolic-sine value is larger by a factor of 1.75. At this speed a vacancy needs 5/(1.87 × 10⁻⁴) = 2.7 × 10⁴ s, about seven hours, to drift through the film.

At 300 K the crossover u = 1 lies at 1.03 MV/cm. The ratio of the hyperbolic-sine velocity to the linear one is 1.002 at 0.1 MV/cm, 1.16 at 1 MV/cm and 6.2 at 4 MV/cm.

Now keep the field fixed and let Joule heating raise the temperature to an assumed 600 K. The zero-field rate becomes 2.77 × 10⁴ s⁻¹ and u falls to 0.967. The velocity is 1.56 × 10⁴ nm/s, and the transit time is 0.32 ms. The heating has increased the speed by a factor of 8 × 10⁷. Doubling the field from 2 to 4 MV/cm at 300 K increases it from 1.87 × 10⁻⁴ to 1.32 × 10⁻³ nm/s, a factor of 7. For these parameters, temperature provides much the larger acceleration.

**Numerical tests of the derivation**

The rates were also computed directly from the flux expression (2), applied to the tilted cosine potential with its actual stationary points. At 300 K and 2 MV/cm the resulting velocity is 0.974 times the simple hyperbolic-sine value. Two small effects account for this ratio. The barrier-shape factor (25) is 0.980. The remainder comes from the anharmonic well, whose zero-field effect can be found as follows.

Near the minimum, the cosine energy is Eθ²/4 − Eθ⁴/48. In the harmonic distribution ⟨θ²⟩ = 2kT/E and ⟨θ⁴⟩ = 3⟨θ²⟩² = 12(kT/E)². The quartic term therefore increases Q by the relative amount (E/48kT) × 12(kT/E)² = kT/(4E), which is 0.6% here. It lowers the rate by about the same fraction. At 4 MV/cm the ratio of the flux result to the simple law has fallen to 0.918, mainly because the shift (24) grows as F².

The flux rates were then inserted in the master equation (10). The mobility was found from the mean displacement at 0.01 MV/cm, and D from the variance at zero field. At 300 K their ratio is 77.365 V⁻¹, compared with q/kT = 77.363 V⁻¹. The relative difference, 1.5 × 10⁻⁵, is almost entirely the u²/6 term of (15).

The strong-friction expression (27) supplies a further test. Between the weak-field limit and 2 MV/cm, the ratio v/F rises by a factor of 1.716. The simple law predicts 1.751. With strong friction the curvatures at both the minimum and the maximum enter the prefactor, so (1−γ²)^(1/4) in (25) is replaced by (1−γ²)^(1/2). At this field the shape factor is still 0.980, and the product is 1.716.

**What the model leaves out**

Quantum motion changes the rate in two ways. The discrete levels of a harmonic well replace its classical partition function kT/hν by the sum over n of exp[−(n+1/2)hν/kT]. At 300 K this raises the rate by a factor of 1.052. Tunnelling was estimated from the standard transmission probability of a parabolic barrier, 1/[1 + exp(−2πε/hν)], where ε is the energy measured from the barrier top. Its thermal average gives another factor of 1.053. The combined increase is 11% at 300 K and 3% at 600 K.

Field direction matters more. At 300 K and 2 MV/cm, a body-diagonal field gives 0.70 times the speed produced by an axial field of the same strength.

Interaction between vacancies can also be appreciable. With a rough relative permittivity of 20, the continuum Coulomb formula gives a field of 0.36 MV/cm at 2 nm from another doubly charged vacancy. The interaction energy is 0.14 eV, more than five times kT at 300 K. If that field is treated as uniform over a hop and is parallel to the applied field, u rises by 18%, and (13) gives a speed about 1.4 times larger. In the opposite direction the factor is about 0.7. The dilute model is doubtful at such spacings.

Small errors in temperature or barrier height have larger effects. At 2 MV/cm a rise from 300 to 310 K increases the speed by a factor of 3.3. Lowering E by 0.1 eV at 300 K, with ν fixed, increases the rate by a factor of 48. The absolute rates and speeds are therefore known much less well than the digits of the worked example might suggest.

**Comparison with real cells**

Hafnium-oxide memory films are often amorphous or polycrystalline, so a single barrier and a single hop length are idealizations. Fast cells can switch in roughly 100 ns or less, whereas the model gives 0.32 ms for a full transit at 600 K. To bring that transit to 100 ns by changing the barrier alone, with ν, F and T fixed, E would have to fall by 0.0517 × ln(3200) ≈ 0.4 eV. A hotter filament, a higher local field or a shorter path would also reduce the time, but not equally. Temperature alone would have to reach about 1100 K. Field alone would have to reach about 18 MV/cm according to (13), several times the rough breakdown field used below. A shorter path alone cannot suffice, because one forward hop at 600 K already takes about 14 µs on average. The comparison does not decide which combination operates in a given cell.

Storage puts the opposite demand on the barrier. Ten years is about 3.2 × 10⁸ s. With the calculated D at 300 K, the zero-field displacement √(2Dt) along the film normal would be about 66 nm on an unbounded lattice, far more than the film thickness. Isolated vacancies with this barrier could not preserve a nanometre-scale arrangement for that time. Limiting the displacement to 1 nm would require D to be smaller by a factor of about 4300, or E to be larger by 0.02585 × ln(4300) ≈ 0.22 eV at fixed ν. At 85 °C, a common retention condition, the required increase is about 0.45 eV. Binding between vacancies, or a change of charge state that alters the barrier, could also slow the motion, but both lie outside this model.

The operating field is 0.4 times a rough breakdown field of 5 MV/cm. The 4 MV/cm case lies at 0.8 times that value, so its use in a real film would depend on film quality and on how long the voltage is applied. The cosine barrier itself would vanish only at 63 MV/cm. For these parameters and a uniform, intact film, dielectric breakdown limits the usable range long before the hopping barrier disappears. In a formed cell the voltage can drop over a short gap in the filament, and the local field is then not given by the voltage divided by the film thickness. The remaining values are given in the numerical output. There, the line "Linear law 10% low at" gives the field at which the hyperbolic-sine speed is 1.1 times the linear one; the linear value is then about 9% below the hyperbolic-sine value.

Computed values

```
Charge number Z: 2
Hop length a: 0.25 nm
Barrier E: 1.00 eV
Oxygen mass: 15.999 u
Attempt frequency nu: 6.946e+12 1/s
Film thickness: 5.0 nm, voltage: 1.0 V
Operating field: 2.00 MV/cm
--- T = 300 K, kT = 0.02585 eV
Zero-field rate G0: 1.103e-04 1/s
Diffusion coefficient D: 6.892e-20 cm2/s
Mobility mu: 5.332e-18 cm2/Vs
u at operating field: 1.9341
Forward rate: 7.628e-04 1/s
Backward rate: 1.594e-05 1/s
Drift speed, sinh law: 1.867e-04 nm/s
Drift speed, linear law: 1.066e-04 nm/s
Film transit time: 2.678e+04 s
--- T = 600 K, kT = 0.05170 eV
Zero-field rate G0: 2.768e+04 1/s
Diffusion coefficient D: 1.730e-11 cm2/s
Mobility mu: 6.691e-10 cm2/Vs
u at operating field: 0.9670
Forward rate: 7.279e+04 1/s
Backward rate: 1.052e+04 1/s
Drift speed, sinh law: 1.557e+04 nm/s
Drift speed, linear law: 1.338e+04 nm/s
Film transit time: 3.212e-04 s
--- Field table at 300 K: F (MV/cm), u, v (nm/s),
    sinh/linear ratio, flux quadrature/sinh ratio
0.1  0.0967  5.340e-06  1.0016  0.9933
1.0  0.9670  6.203e-05  1.1633  0.9885
2.0  1.9341  1.867e-04  1.7510  0.9738
4.0  3.8682  1.319e-03  6.1830  0.9175
Field where u = 1, 300 K: 1.034 MV/cm
Linear law 10% low at: 0.789 MV/cm
Master equation mu/D: 77.365 1/V
Nernst-Einstein q/kT: 77.363 1/V
Strong-friction gain over linear: 1.7161
--- Neglected effects, 300 K and operating field unless stated
Barrier-shape factor: 0.9803
Field that removes barrier: 62.8 MV/cm
Quantum well factor: 1.0522, tunnelling: 1.0534
Total quantum factor: 1.1084
Total quantum factor, 600 K: 1.0261
Speed, diagonal/axis field: 0.6974
Relative permittivity (rough): 20
Neighbour vacancy at 2.0 nm: 0.360 MV/cm, 0.144 eV
Speed factor for 10 K rise: 3.263
Rate factor for 0.1 eV lower barrier: 47.9
Operating / rough breakdown field (5 MV/cm): 0.40
```
